\section*{Why the quarter k point recovers an isolated s-like defect level}

\section{A chain of defects}

Put one localized level on every site of a chain with spacing $L$, with energy $\epsilon$, hopping $t_1$ to nearest neighbours and $t_2$ to second neighbours, all real. A Bloch state has amplitude $e^{iknL}$ on site $n$, so
\begin{equation}
E(k)=\epsilon+t_1\left(e^{ikL}+e^{-ikL}\right)+t_2\left(e^{2ikL}+e^{-2ikL}\right)
=\epsilon+2t_1\cos kL+2t_2\cos 2kL .
\end{equation}
At $k=0$ both images on either side add: $E=\epsilon+2t_1+2t_2$. At $kL=\pi/2$ the left and right neighbours enter with phases $-i$ and $+i$ and cancel, leaving $E=\epsilon-2t_2$. The nearest images are still there, but their effects on the energy are opposite. The images at $2L$ survive.

A defect supercell repeats a defect in the same way in three dimensions. The corresponding point is
\begin{equation}
\mathbf k_q=\frac{2\pi}{L}\left(\tfrac14,\tfrac14,\tfrac14\right),\qquad k_{q,i}L=\frac{\pi}{2}.
\end{equation}
Three questions must be kept apart: which image hoppings cancel, whether the remaining on-site energy is that of the isolated defect, and which effects of the images are not hopping at all.

\section{The first three shells}

Let the defect sit on a simple cubic superlattice $\mathbf R=L(n_1,n_2,n_3)$, and let its level be non-degenerate and form a band separate from all others. Spin--orbit coupling and magnetic fields are left out. The band is periodic in $\mathbf k$ and has the Fourier series
\begin{equation}
E(\mathbf k)=\sum_{\mathbf R}t(\mathbf R)e^{i\mathbf k\cdot\mathbf R},
\qquad
E(\mathbf k_q)=\sum_{\mathbf R}t(\mathbf R)\,i^{\,n_1+n_2+n_3}.
\label{eq:fourier}
\end{equation}

\paragraph{First and third shells.} Time reversal gives $E(-\mathbf k)=E(\mathbf k)$, hence $t(-\mathbf R)=t(\mathbf R)$. If $n_1+n_2+n_3=s$ is odd, the pair $\pm\mathbf R$ contributes
\begin{equation}
t(\mathbf R)\left(i^{s}+i^{-s}\right)=2t(\mathbf R)\cos\frac{\pi s}{2}=0 .
\end{equation}
This removes the six vectors of type $(1,0,0)$ and the eight of type $(1,1,1)$, whatever the shape of the defect.

\paragraph{Second shell.} For $(1,1,0)$ the phase is $i^2=-1$, and for $(1,-1,0)$ it is $i^0=1$. Each has a partner at $-\mathbf R$ with the same phase, so this plane contributes
\begin{equation}
-2t(1,1,0)+2t(1,-1,0).
\label{eq:second}
\end{equation}
It vanishes if the two hoppings are equal. A twofold rotation about $x$ takes $(1,1,0)$ to $(1,-1,0)$. An s-like orbital is unchanged by it, so the hoppings are equal. The other two planes follow from the other twofold axes. The tetrahedral group $T_d$ of a substitutional site in silicon contains all three axes; inversion is not needed.

The same rotation disposes of every vector with two odd components. If $n_1$ and $n_2$ are odd and $n_3$ is even, the rotation about $x$ changes the sum by $-2(n_2+n_3)$, and the phase by $(-1)^{n_2+n_3}=-1$. Therefore every vector with at least one odd component drops out. In terms of cosines, the first three shells of an s-like band are
\begin{equation}
2t_{100}\sum_i c_i+4t_{110}\sum_{i<j}c_ic_j+8t_{111}c_1c_2c_3,\qquad c_i=\cos k_iL,
\end{equation}
and all three contain a factor that is zero at $\mathbf k_q$.

\paragraph{When the symmetry is missing.} Take a grid host, described below, with $L=1.086$~nm, and replace the single-site defect by two unequal attractive sites, at grid points $(0,0,0)$ and $(1,1,0)$, with $0.95$ and $0.90$ times the strength that alone binds a level at $-2$~eV. Its hoppings are $t(1,1,0)=-2.590$~meV and $t(1,-1,0)=-1.335$~meV. Equation~\eqref{eq:second} gives
\begin{equation}
-2(-2.590)+2(-1.335)=2.510~\text{meV}.
\end{equation}
At $(2\pi/L)(\frac14,-\frac14,\frac14)$ the two phases are interchanged and the contribution is $-2.510$~meV. Direct diagonalization gives a difference of $4.986$~meV between the two points, against $5.020$~meV from this shell; farther vectors with two odd components account for the rest. For the s-like defect the two points have the same energy.

\section{The images that survive}

What is left has all $n_i$ even. Write $n_i=2m_i$; the phase is $i^{2(m_1+m_2+m_3)}=(-1)^{m_1+m_2+m_3}$. Counting 6, 12 and 8 vectors,
\begin{equation}
E(\mathbf k_q)=t(\mathbf 0)-6t_{200}+12t_{220}-8t_{222}+\cdots .
\label{eq:even}
\end{equation}
The nearest surviving image is at $2L$. The cancellation thus covers the whole of the first three shells, but it is not complete.

\section{The on-site term is not the isolated level}

It is tempting to identify $t(\mathbf 0)$, the average of the band over the Brillouin zone, with the isolated level. This holds to first order in the overlap, but the remainder in Eq.~\eqref{eq:even} is as small as a second-order effect of the first shell. A model that can be solved settles the matter.

Let a host $H_0$ have its band edge at zero, and let each defect act on one site with strength $-U$. For a state at $E=-\varepsilon$, with $\varepsilon>0$,
\begin{equation}
(H_0+\varepsilon)\psi=U\sum_{\mathbf R}|\mathbf R\rangle\psi_{\mathbf R}
\quad\Rightarrow\quad
\psi=U\sum_{\mathbf R}(H_0+\varepsilon)^{-1}|\mathbf R\rangle\psi_{\mathbf R}.
\end{equation}
Define $g(\mathbf R,\varepsilon)=\langle\mathbf R|(H_0+\varepsilon)^{-1}|\mathbf 0\rangle$. Projecting on the site $\mathbf 0$, with one defect or with $\psi_{\mathbf R}=e^{i\mathbf k\cdot\mathbf R}\psi_{\mathbf 0}$, gives respectively
\begin{equation}
1=U g(\mathbf 0,\varepsilon_0),\qquad
1=U\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}g(\mathbf R,\varepsilon).
\label{eq:secular}
\end{equation}
Since $g$ has the symmetry of the cubic host, all terms with an odd component vanish at $\mathbf k_q$ \emph{inside} the second equation, before it is solved. In this model no higher-order error from the first three shells can return.

\paragraph{Size of the error.} Let $\varepsilon=\varepsilon_0+\delta$. The derivative $g'(\mathbf 0,\varepsilon_0)=-\langle\mathbf 0|(H_0+\varepsilon_0)^{-2}|\mathbf 0\rangle$ is negative. To first order,
\begin{equation}
-|g'|\delta+\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}g(\mathbf R,\varepsilon_0)=0,
\end{equation}
and $\Delta E=-\delta=\sum_{\mathbf R\neq0}e^{i\mathbf k\cdot\mathbf R}\tau(\mathbf R)$, with first-order hoppings $\tau(\mathbf R)=-g(\mathbf R,\varepsilon_0)/|g'|$.

For a parabolic band write $K=\hbar^2/2m$ and $\varepsilon=K\kappa^2$. The continuum Green function is $e^{-\kappa R}/(4\pi KR)$. Near the origin $e^{-\kappa r}/r=1/r-\kappa+\cdots$; the part $1/r$ does not depend on energy and is absorbed in the defect strength. Multiplying Eq.~\eqref{eq:secular} by $4\pi K/U$ and subtracting the isolated condition gives
\begin{equation}
\kappa=\kappa_0+\sum_{\mathbf R\neq0}e^{i\mathbf k\cdot\mathbf R}\frac{e^{-\kappa R}}{R}.
\label{eq:kappa}
\end{equation}
With $\Delta E\simeq-2K\kappa_0(\kappa-\kappa_0)$, the nearest contributing shells give
\begin{align}
\Delta E(\Gamma)&\simeq-2K\kappa_0\,\frac{6e^{-\kappa_0L}}{L}=-\frac{12K\kappa_0}{L}e^{-\kappa_0L},\\
\Delta E(\mathbf k_q)&\simeq+2K\kappa_0\,\frac{6e^{-2\kappa_0L}}{2L}=+\frac{6K\kappa_0}{L}e^{-2\kappa_0L}.
\label{eq:error}
\end{align}
Replacing $L$ by $2L$ in the first line reproduces the magnitude of the second. With only these shells kept, the quarter point in a cell of side $L$ is as good as $\Gamma$ in a cell with eight times the volume. The farther shells favour the quarter point, since they all add at $\Gamma$ but alternate in sign at $\mathbf k_q$.

\paragraph{Where the second-order terms go.} Keep the first shell alone and set $x=2e^{-\kappa_0L}\sum_ic_i/L$. Equation~\eqref{eq:kappa} becomes
\begin{equation}
\kappa-\kappa_0=x\,e^{-L(\kappa-\kappa_0)}\simeq x-Lx^2.
\end{equation}
Insert this in $E=-K\kappa^2$ and keep terms up to $x^2$:
\begin{equation}
E=-K\kappa_0^2-2K\kappa_0x+K(2\kappa_0L-1)x^2 .
\end{equation}
The zone average of $(\sum_ic_i)^2$ is $3/2$, so that of $x^2$ is $6e^{-2\kappa_0L}/L^2$. With $A=Ke^{-2\kappa_0L}/L^2$, the band average lies above the isolated level by
\begin{equation}
t(\mathbf 0)+\varepsilon_0\simeq6(2\kappa_0L-1)A .
\end{equation}
The same square contains $c_i^2=\frac12+\frac12\cos2k_iL$. Its second part adds $(2\kappa_0L-1)A$ to $t_{200}$, whose first-order value is $-2K\kappa_0e^{-2\kappa_0L}/(2L)=-\kappa_0L\,A$. Hence
\begin{align}
t_{200}&\simeq(\kappa_0L-1)A,\\
t(\mathbf 0)+\varepsilon_0-6t_{200}&\simeq\left[6(2\kappa_0L-1)-6(\kappa_0L-1)\right]A=6\kappa_0L\,A .
\end{align}
The last result is Eq.~\eqref{eq:error}. These first-shell estimates become quantitative only for $\kappa_0L\gtrsim2$. There the band's $t_{200}$ is positive, opposite in sign to $\tau_{200}$, and the on-site shift compensates.

The grid host shows the same signs for a level at $-2$~eV with $L=1.086$~nm. Hoppings extracted from a $9\times9\times9$ mesh that misses $\mathbf k_q$ give an average shift of $+1.139$~meV and $-6t_{200}=-0.548$~meV. Their sum is $0.591$~meV. All the even shells together give $0.599$~meV, equal to the error found by diagonalizing at $\mathbf k_q$. The quarter point is here closer to the isolated level than the band average is. The continuum formulas give $+0.64$, $-0.28$ and $+0.36$~meV for the average shift, $-6t_{200}$ and the total, smaller by factors of $1.7$ to $2$; at this depth $\kappa_0h\approx1.1$, and the grid band is not parabolic.

\section{What no choice of k removes}

The images also produce a periodic potential $W(\mathbf r)$ at the defect. To first order it shifts the level by its mean in the defect state. Building the Bloch state from isolated orbitals $\psi(\mathbf r-\mathbf R)$ gives
\begin{equation}
\Delta E_W\simeq\frac{W_{\mathbf 0}+\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}W_{\mathbf R}}
{1+\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}S_{\mathbf R}},
\end{equation}
with $W_{\mathbf R}=\int\psi(\mathbf r)W(\mathbf r)\psi(\mathbf r-\mathbf R)\,d^3r$ and $S_{\mathbf R}$ the same integral without $W$. If $W$ has cubic symmetry, the odd terms cancel at $\mathbf k_q$ by the earlier argument. The term $W_{\mathbf 0}$ has no phase and stays.

For $W=\frac w3\sum_i\cos(2\pi x_i/L)$ in the $2.172$~nm cell below, diagonalization at $\mathbf k_q$ gives a shift of $0.834\,w$ for small $w$. The mean of $W$ in the isolated state is $0.831\,w$. The quarter point passes on the whole shift. Elastic fields of the images likewise change the on-site energy.

\section{A deep donor in silicon-sized cells}

The parameters are rough typical values for neutral substitutional sulfur in silicon, a deep donor with an s-like ($A_1$) level about $0.3$~eV below the conduction band. The host is one isotropic band on a cubic grid of spacing $h=0.2715$~nm, half the lattice constant. Its mass is the density-of-states mass of one valley,
\begin{equation}
m=(0.92\times0.19^2)^{1/3}m_e=0.321\,m_e,
\end{equation}
and its hopping is $J=K/h^2=1.608$~eV. Then
\begin{equation}
K=1.608\times0.2715^2=0.1185~\text{eV\,nm}^2,\qquad
\kappa_0=\sqrt{0.300/0.1185}=1.59~\text{nm}^{-1}.
\end{equation}
The strength $U=7.41$~eV puts the isolated level at $-0.300$~eV. With $U$ fixed, diagonalizing cells of the size of 64, 216 and 512 silicon atoms gives these errors relative to the isolated level:

\begin{center}
\begin{tabular}{cccc}
atoms & $\kappa_0L$ & $\Gamma$ (meV) & $\mathbf k_q$ (meV)\\
\hline
64 & 1.73 & $-361$ & $+26.5$\\
216 & 2.59 & $-112$ & $+3.39$\\
512 & 3.46 & $-37.7$ & $+0.48$
\end{tabular}
\end{center}

These values depend on the grid at the level of about 3\%: halving $h$ at fixed mass and depth gives $-350$, $-111$, $-37.2$~meV at $\Gamma$ and $+25.6$, $+3.29$, $+0.47$~meV at $\mathbf k_q$. The quarter point in the smallest cell has a smaller error than $\Gamma$ in the largest. For the 216-atom size the first-order hoppings are $\tau_{200}=-0.644$, $\tau_{220}=-0.051$ and $\tau_{222}=-0.008$~meV, so
\begin{equation}
\Delta E(\mathbf k_q)\simeq-6(-0.644)+12(-0.051)-8(-0.008)=3.3~\text{meV},
\end{equation}
close to the computed $3.39$~meV.

The cancelled terms can be weighed at $\Gamma$, where $\tau_{100}=-17.17$, $\tau_{110}=-3.90$ and $\tau_{111}=-1.38$~meV give
\begin{equation}
6(-17.17)+12(-3.90)+8(-1.38)=-103.0-46.8-11.0=-161~\text{meV}.
\end{equation}
The second shell is nearly half as important as the first: each of its hoppings is $0.23$ times as large, but it has twice as many members. The computed shift is $-112$~meV: first-order theory is poor at $\Gamma$, where the large terms add, and good at $\mathbf k_q$, where they are absent.

Dividing Eq.~\eqref{eq:error} by $K\kappa_0^2$ gives a relative error $6e^{-2\kappa_0L}/(\kappa_0L)$, which is 1\% at $\kappa_0L\simeq2.7$. In the opposite limit, $\kappa_0L\lesssim1$, the expansion in overlap fails. A shallow donor, with its long decay length, therefore needs a much larger cell than a deep one.

\section{The model beside the real donor}

Real silicon breaks the assumption of one isotropic valley. Along $x$, four of the six valleys present their light transverse mass, and their decay constant is multiplied by $\sqrt{0.19/0.321}=0.77$. In a zero-range model of the 216-atom size this raises the quarter-point error from $3.4$ to $10.2$~meV. The odd shells still cancel after summing over valleys; the error at $\Gamma$ is $-151$~meV. The valleys are placed at $0.85\,(2\pi/a)$, with $a$ the lattice constant. In this model the quarter point at the 64-atom size ($+58$~meV) is only slightly better than $\Gamma$ at the 512-atom size ($-63$~meV). Two further effects can be sized roughly:
\begin{itemize}
\item A two-band law $K\kappa^2=\varepsilon_0(1-\varepsilon_0/E_g)$, in which the decay constant vanishes at both band edges, gives for $E_g=1.1$~eV the value $\kappa=\kappa_0\sqrt{1-\varepsilon_0/E_g}=1.36$~nm$^{-1}$. The two edges of silicon lie at different $\mathbf k$, so this is only a rough guide. At distance $2L$ the exponential grows by $e^{2L(\kappa_0-\kappa)}=2.1$. This is not the factor on the hopping, because the state also puts weight in the valence band, which lowers the hopping. If the grid band $e(\mathbf k)$ enters the Green function as $1/[\varepsilon+e(\mathbf k)E_g/(E_g-\varepsilon)]$, which obeys this law, the quarter-point error falls instead, by a factor $0.4$ ($0.2$ at half the spacing). The net effect depends on the defect core.
\item The donor core attracts the electron as $-C/r$. Inserting $r\psi\sim r^{\nu}e^{-\kappa_0r}$ in the radial equation and matching terms in $1/r$ gives $2K\kappa_0\nu=C$. For a core of net charge $+1$ and a relative permittivity of $11.7$, $C=1.44/11.7=0.123$~eV\,nm and $\nu=0.33$, and between $r=1/\kappa_0$ and $r=2L$ the factor $r^\nu$ grows by $(2\kappa_0L)^\nu=1.7$. The hopping involves the tails of both defects and grows roughly as $R^{2\nu}$; the flux through the midplane, with the normalized Coulomb tail and without the pull of the second core, gives a factor of about $2.5$ at $R=2L$.
\end{itemize}
Treating each effect as a factor on the hopping and multiplying gives an error between about five and about fifty meV, depending on the gap factor. This is an order-of-magnitude estimate, since the effects are not independent. The upper part of this range is comparable with the thermal energy at room temperature, about $26$~meV, so the error could matter for an emission rate. Electron--electron interaction and lattice relaxation are left out, so none of these numbers predicts the measured level.

If the cell carries charge $+1$ with a uniform neutralizing background, the point-charge estimate of the image potential raises the electron level by
\begin{equation}
\frac{2.837\,e^2}{4\pi\epsilon_0\,(11.7)\,L}
=\frac{2.837\times1.44~\text{eV\,nm}}{11.7\times1.629~\text{nm}}=0.21~\text{eV},
\end{equation}
with the cell-averaged potential set to zero. This is larger than the estimated hopping error and falls as $1/L$ rather than exponentially. For a charged defect the quarter point must therefore be combined with an electrostatic correction. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
lattice constant 0.543 nm, grid spacing 0.2715 nm
masses: long 0.92, trans 0.19, DOS 0.3214 m_e
host hopping J = 1.6080 eV, defect strength U = 7.4135 eV
isolated level = -0.3000 eV from the band edge
kappa = 1.5909 1/nm, decay length = 0.6286 nm
64-atom size, L = 1.086 nm, kappa L = 1.728:
  Gamma -0.6610, quarter -0.2735, corner 0.0292 eV
  error: Gamma -361.00, quarter 26.536 meV
216-atom size, L = 1.629 nm, kappa L = 2.592:
  Gamma -0.4123, quarter -0.2966, corner -0.2165 eV
  error: Gamma -112.26, quarter 3.393 meV
512-atom size, L = 2.172 nm, kappa L = 3.455:
  Gamma -0.3377, quarter -0.2995, corner -0.2735 eV
  error: Gamma -37.70, quarter 0.484 meV
first-order hoppings, 216-atom size (meV):
  t(1, 0, 0) = -17.1650
  t(1, 1, 0) = -3.9023
  t(1, 1, 1) = -1.3759
  t(2, 0, 0) = -0.6437
  t(2, 2, 0) = -0.0507
  t(2, 2, 2) = -0.0079
N=6: predicted quarter error 3.316 meV
N=8: predicted quarter error 0.482 meV
band test, isolated level -2.0 eV, L = 1.086 nm (meV):
  t100 -15.656, t110 -0.880, t111 -0.123
  band mean minus isolated 1.1391
  -6 t200 = -0.5478
  quarter error: direct 0.5987, even shells 0.5987
[110] pair: t(1,1,0) -2.590, t(1,-1,0) -1.335 meV
  second shell at quarter point 2.510 meV
  split of the two quarter points 4.986 meV
image potential: level shift/amplitude 0.8338, isolated mean 0.8306
216-atom size, valley position 0.85 (2 pi/a), zero-range model:
  one isotropic valley: quarter error 3.400 meV
  six valleys: Gamma -150.53, quarter 10.192 meV
gap 1.1 eV: kappa 1.3567 1/nm, factor 2.14
Coulomb tail: exponent 0.326, factor 1.71
rough quarter error with all three: 37.4 meV
Madelung potential -2.8373/L, permittivity 11.7
level shift in a cell of charge +1: 0.214 eV
\end{verbatim}
